Opposite quadratic slope coefficients in step-flow growth with desorption

**1. Two numbers to explain**

A crystal surface with terraces 10 µm wide grows by step flow at 0.00307 nm/s. Tilt it slightly and expand the growth rate in the added slope. The second derivative of the rate is −173 µm/s for a tilt across the steps and +58 µm/s for a tilt along them. The coefficients have opposite signs, their ratio is −2.96, and they exceed the growth rate by more than seven powers of ten. These notes derive all three features from the diffusion and desorption of adatoms.

**2. The model**

The mean surface rises along +x with slope m > 0. Its steps have height a, run along y and are separated by terraces of width l, so

m = a/l.

Densities are counted in bilayers (BL): density 1 means enough atoms to complete one layer of height a. Atoms arrive at flux F (BL/s), diffuse isotropically with coefficient D, and desorb after a mean lifetime τ. The diffusion length before desorption is

x_s = √(Dτ).

Each step exchanges atoms equally easily with its upper and lower terrace, and so fast that the adatom density at both sides stays at the equilibrium value c_eq. This is what symmetric and perfectly absorbing means here. The terms "absorbing" and c = 0 coincide only if c_eq is negligible, and in the example it is not.

Three further assumptions enter. The adatom density adjusts to the step positions before the steps move appreciably. No islands nucleate on the terraces. The step properties do not depend on the in-plane direction of the step. Part 9 sizes several departures from this model.

**3. The terrace and the step velocity**

Put x = 0 at the middle of a terrace. The stationary density c obeys

D c″ − c/τ + F = 0, c(±l/2) = c_eq.

Write c = c_eq + n. Since c_eq is constant, it contributes only −c_eq/τ, which combines with F:

D n″ − n/τ + f = 0, n(±l/2) = 0,

f = F − c_eq/τ.

The net flux f is positive in growth and negative in net sublimation. A particular solution is n = fτ. The even solution of the homogeneous equation is cosh(x/x_s), because D/x_s² = 1/τ. With

u = l/(2x_s),

the boundary conditions fix its amplitude, and

n(x) = fτ [1 − cosh(x/x_s)/cosh u].

The current into the step at x = l/2 is

−D n′(l/2) = (D fτ/x_s) tanh u = f x_s tanh u,

where Dτ = x_s² was used. By symmetry the other edge receives the same current. Every step is fed by two terraces, so its velocity is

v(l) = 2 x_s f tanh(l/2x_s). (1)

No factor for the atomic area appears, because a step that advances by a distance s uses s bilayer units per unit length. The adatoms on the swept strip need no correction either: the density next to the step is c_eq on both sides.

For l much smaller than x_s, v ≈ f l: a step collects everything that lands within one terrace width. For l much larger than x_s, v → 2x_s f: it collects as many atoms as a fully captured band of width x_s on each side would supply, and atoms landing much farther away are mostly lost. The velocity therefore saturates with terrace width.

**4. From step velocity to height**

At a fixed point, steps pass with frequency v/l, and each passage raises the surface by a. The vertical rate is

R(m) = a v/l = m v(a/m). (2)

With (1) and l = 2x_s u this becomes

R = R0 tanh u/u, R0 = a f. (3)

Mass balance gives the same result. The average of n over the terrace is fτ(1 − tanh u/u), so the net gain a(f − ⟨n⟩/τ) equals R0 tanh u/u. The difference R0 − R is the growth lost because the excess adatoms desorb.

Now give the surface an additional uniform slope p along x and q along y. The steps remain straight and parallel, but they are rotated, and their normal spacing is a divided by the length of the total gradient,

G = √((m + p)² + q²).

Diffusion and step properties are isotropic, so the rotated surface grows at the rate R(G). If slopes vary over distances much longer than both the terrace width and x_s, this law can be used locally at leading order. The condition on x_s matters on narrow terraces: there R depends on the slope only through the small desorption loss, and gradient terms can compete with it even when a pattern spans many terraces. Terms containing gradients of the slope are then left out. Linear smoothing would be such a term; it can come, for example, from the line tension of the steps, which this model does not contain.

**5. The quadratic expansion**

Factor out m + p and expand the square root to second order in q:

G = (m + p)√(1 + q²/(m + p)²) = m + p + q²/[2(m + p)] + …

In the last term m + p may be replaced by m, since the difference is of third order. Hence

G = m + p + q²/(2m) + …

Insert this in R(G) and keep second order:

R(G) = R + R′ [p + q²/(2m)] + ½ R″ p² + …,

with R and its derivatives taken at m. Let h be the height measured from the mean plane, so that p = ∂x h and q = ∂y h. Then

∂t h = R + R′ ∂x h + (λx/2)(∂x h)² + (λy/2)(∂y h)² + …, (4)

λx = R″(m), λy = R′(m)/m. (5)

There is no product term pq, because reversing q leaves G unchanged. The linear term R′ ∂x h carries a pattern along −x with velocity R′ and disappears in a frame that moves with it. With noise and linear smoothing added, (4) is the anisotropic Kardar-Parisi-Zhang equation. Those additions are not derived here, so nothing follows yet about the roughness of the surface.

The expansion needs |p| and |q| much smaller than m. It cannot be used around a surface without steps, where m = 0.

**6. Why the signs differ**

The signs follow from the shape of v(l), before any hyperbolic function is inserted. From l = a/m,

dl/dm = −a/m² = −l/m.

Differentiate R = m v(l), with primes on v denoting derivatives with respect to l:

R′ = v + m v′(−l/m) = v − l v′. (6)

Differentiate once more. The two terms with v′ cancel:

R″ = (v′ − v′ − l v″)(−l/m) = l² v″/m. (7)

Suppose v(0) = 0 and v is strictly concave. Then (7) gives R″ < 0. The tangent to a concave curve lies above the curve, so at l = 0 the tangent drawn at l has the value v − l v′ > v(0) = 0. Thus R′ > 0, and by (5)

λx < 0 < λy.

The common cause of the two signs is the concavity of v(l): the step velocity grows less than in proportion to the terrace width. Here desorption produces it.

For a tilt across the steps, consider a surface whose mean slope is held fixed while some terraces become wider and others narrower. The wide ones lose more atoms to desorption than the narrow ones save, so the mean rate falls.

For a tilt along the steps, the step density measured along x stays at 1/l. Let the steps turn by an angle θ, with tan θ = q/m. Their normal spacing shrinks to l cos θ, and their velocity measured along x is v(l cos θ)/cos θ. To second order in θ,

v(l cos θ)/cos θ = v + (θ²/2)(v − l v′).

The first term in the bracket is geometric: a rotated line moving along its normal sweeps faster along x. The second is the slowing of each step by its narrower terraces. Multiplying by m and using θ = q/m to this order gives (q²/2m)(v − l v′), in agreement with λy. The tilt does raise the number of steps per unit normal distance, but only at second order, and this is where the positive coefficient comes from.

If nothing desorbs, v = f l. Then v″ = 0 and v − l v′ = 0: the two effects cancel, R = R0 at every slope, and both coefficients vanish.

**7. Closed formulas and their limits**

From (1), with du/dl = 1/(2x_s),

v′ = f/cosh²u, v″ = −(f/x_s) tanh u/cosh²u.

For λx, equation (7) gives −l² f tanh u/(x_s m cosh²u). Replace l/x_s by 2u and the remaining l by a/m:

λx = −(2R0/m²) u tanh u/cosh²u. (8)

For λy, note that l v′ = 2x_s f u/cosh²u, so

v − l v′ = 2x_s f (tanh u − u/cosh²u).

Divide by m and use 2x_s = l/u = a/(m u):

λy = (R0/m²)(tanh u − u/cosh²u)/u. (9)

The bracket equals (sinh u cosh u − u)/cosh²u. It is positive because sinh u cosh u = ½ sinh 2u > u. For f > 0 the signs are therefore as stated. For f < 0, R0 is negative and both signs reverse; the product λxλy stays negative. At f = 0 both coefficients are zero.

The ratio is

|λx|/λy = 2u² tanh u/(sinh u cosh u − u).

Here tanh u < u, while the power series of sinh gives sinh 2u − 2u > (2u)³/6, so the denominator exceeds 2u³/3. The ratio is therefore less than 3.

Narrow terraces, u ≪ 1. Since tanh u/u ≈ 1 − u²/3 and u = a/(2x_s m),

R ≈ R0 [1 − a²/(12 x_s² m²)].

The loss varies as m⁻². Differentiating gives

λx ≈ −2R0u²/m², λy ≈ (2/3)R0u²/m².

The ratio tends to −3 because two derivatives of m⁻² give a factor 6, and one derivative divided by m gives −2.

Wide terraces, u ≫ 1. Now tanh u → 1 and 1/cosh²u → 4e^(−2u), so

λx ≈ −8R0 u e^(−2u)/m², λy ≈ R0/(u m²) = 2x_s f/m.

Each step collects from its own band, and the rate is proportional to the step density: R ≈ 2x_s f m. A function linear in m has no second derivative, hence the exponentially small λx. But R is then proportional to the length of the gradient, which is a cone in the plane of slopes. A cone is straight along its generators and curved around them, so λy survives.

**8. The worked example**

The parameters are rough round values in the regime of ultraflat Si(111) near 1400 K: a = 0.31 nm, l = 10 µm, x_s = 30 µm, F = 0.05 BL/s, c_eq/τ = 0.04 BL/s and c_eq = 0.1 BL. They imply τ = 0.1/0.04 = 2.5 s and D = 30²/2.5 = 360 µm²/s. Further,

m = 0.31 nm/10 µm = 3.1×10⁻⁵,

u = 10/60 = 0.1667,

R0 = 0.31 × 0.01 = 0.0031 nm/s,

R = 0.99084 R0 = 0.00307 nm/s.

Less than one per cent of the net flux is lost by desorption of the excess. Equations (8) and (9) give λx m²/R0 = −0.0536 and λy m²/R0 = 0.0181. The narrow-terrace forms would give −0.0556 and 0.0185. Hence

λx = −0.0536 × 0.0031/(3.1×10⁻⁵)² = −1.73×10⁵ nm/s = −173 µm/s,

λy = 0.0181 × 0.0031/(3.1×10⁻⁵)² = 5.8×10⁴ nm/s = 58 µm/s.

The large values come from the division by m² ≈ 10⁻⁹. A slope of order one lies far outside the expansion; the natural unit of slope is m. For an added slope of 0.1 m across the steps, the quadratic term changes the rate by −8.3×10⁻⁷ nm/s. Along the steps the change is +2.8×10⁻⁷ nm/s. The linear term for the tilt across the steps is R′ × 0.1 m = 0.1 λy m² = 5.6×10⁻⁶ nm/s, about seven times the quadratic one in size. A tilt along the steps has no linear term.

For a tilt at angle φ from x, the quadratic coefficient is λx cos²φ + λy sin²φ. It vanishes at

tan φ = √2.956, φ = 59.8°.

The bound on the ratio keeps this angle below 60° for any u.

For the same a, f and x_s, the model without islands gives these values on wider terraces (part 9 shows that at this net flux islands would in fact form there):

l = 60 µm (u = 1): λx m²/R0 = −0.640, λy m²/R0 = 0.342, ratio −1.87.

l = 180 µm (u = 3): λx m²/R0 = −0.059, λy m²/R0 = 0.322, ratio −0.18.

In these units λx first grows as u² and then falls exponentially, while λy m²/R0 passes to 1/u, which is 0.333 at u = 3.

Two tests at l = 60 µm use structures that are not uniformly tilted. In the first, a periodic train of 200 discrete steps has its density modulated sinusoidally by 3 per cent at fixed mean slope. The linear term averages to zero and ⟨p²⟩ = (0.03m)²/2, so (4) predicts

ΔR/R0 = ¼ × 0.03² × (−0.640) = −1.44×10⁻⁴.

Summing the atoms captured by the individual steps gives the same value to these digits. In the second test the steps meander in parallel with a wavelength of 6000 µm and a largest tilt q/m = 0.05. The prediction is

ΔR/R0 = ¼ × 0.05² × 0.3416 = 2.135×10⁻⁴.

Solving the two-dimensional diffusion problem between the curved steps, with c_eq held constant along them, gives 2.132×10⁻⁴. Bunching slows growth and meandering speeds it up, as the signs require.

**9. What the model leaves out**

Imperfect absorption. Let atoms attach at a finite rate, the same from both sides, so that at an edge n equals d times the inward slope of n. The attachment length d is zero for perfect absorption. Put n = fτ[1 − B cosh(x/x_s)] and δ = d/x_s. The edge condition is

1 − B cosh u = δ B sinh u, so B = 1/(cosh u + δ sinh u).

The current into each edge is f x_s B sinh u, and

v = 2x_s f tanh u/(1 + δ tanh u).

The function T/(1 + δT) is increasing and concave in T, and T = tanh u is concave in u. Hence v is concave, v(0) = 0, and part 6 applies: the signs survive. The sizes change. For small u and δu,

R ≈ R0(1 − u²/3 − δu).

Both u² and u are powers of 1/m. Differentiation with respect to m gives

λx ≈ −(R0/m²)(2u² + 2δu), λy ≈ (R0/m²)(2u²/3 + δu).

The relative increases in size are δ/u = 2d/l and 3δ/(2u) = 3d/l. For a trial value d = 0.1 µm they are 2 and 3 per cent; the full calculation gives 1.8 and 2.9 per cent. For d = 1 µm it gives 18 and 29 per cent. For narrow terraces, u ≪ 1, perfect absorption thus requires d ≪ l/3, a condition on the terrace width and not on x_s. For wide terraces tanh u → 1 and v is reduced by the factor 1/(1 + δ), so the condition becomes d ≪ x_s.

Temperature. The equilibrium desorption flux varies roughly as exp(−E/kT), with E about 4.5 eV. At fixed F it reaches F at the temperature T′ given by

1/T′ = 1/T − (k/E) ln(F/F_eq), F_eq = c_eq/τ = 0.04 BL/s.

With ln(0.05/0.04) = 0.223, a warming of 8.4 K stops growth. Both coefficients vanish there, and further warming reverses their signs. Cooling has a limit too: it lowers F_eq and so raises the net flux and the supersaturation, which favours the islands treated next. With the step free energy of 0.15 eV/nm used there and plausible activation energies for diffusion and adatom density, a cooling of roughly 10 K already brings the estimate to about one island per area l² and layer. The example therefore holds only in a narrow range of temperature at fixed F.

Islands. At the terrace centre the excess density is fτ(1 − 1/cosh u) = 3.4×10⁻⁴ BL, a supersaturation of σ = 0.34 per cent relative to c_eq. An island of radius r costs

ΔG = 2πrβ − πr²Δμ/Ω, Δμ = kT ln(1 + σ),

where β is the step free energy and Ω the area per atom. Setting the derivative to zero gives r = βΩ/Δμ and a barrier πΩβ²/Δμ. With rough values β = 0.15 eV/nm and Ω = 0.064 nm², the critical radius is 23 nm and the barrier 10.9 eV, or 91 kT. An estimate with attempt rate D(c_eq/Ω)² per unit area gives about 10⁻²⁰ islands per area l² during the growth of one layer. With these values nucleation is negligible. The barrier varies as β², however, so the result depends strongly on the rough value of β: at β = 0.10 eV/nm the barrier is about 40 kT and the same estimate gives some tens of islands. Since σ grows with l at fixed f, the neglect of nucleation does not carry over to the wider terraces either. With β = 0.15 eV/nm the estimate reaches one island per area l² and layer at l ≈ 14 µm, and at 60 µm the barrier is only about 4 kT. The scaled coefficients listed for 60 and 180 µm depend only on u. At a given u the supersaturation is proportional to f/F_eq, so with this β they need a net flux that is a much smaller fraction of the equilibrium desorption flux than the 1/4 used here.

Step motion. The steps advance at 0.099 µm/s, so v l/D = 0.0028. In the frame of a moving step the diffusion equation gains a term v n′. Because n is even, this source is odd at first order, and so is the correction it causes; its average over the terrace is zero. The loss R0 − R therefore changes only at second order, by about 10⁻⁷ of itself.

The real case. A slope of 3.1×10⁻⁵ is a miscut of 0.0018°, far below that of an ordinary wafer. Terraces of 10 µm belong to specially prepared surfaces. On terraces a hundred times narrower, with a, f and x_s unchanged, λx m²/R0 falls by a factor of about 10⁴, to −5.6×10⁻⁶. An attachment length of 0.1 µm then equals l, and the estimates above multiply λx by about 3 and λy by about 4. On such narrow terraces even a short attachment length therefore changes the sizes of the coefficients strongly, while their signs stay the same. The attachment lengths used here are trial values, not properties assigned to silicon. Direction-dependent diffusion or step kinetics would be a different matter: the rate would no longer depend on G alone. The relation λx = R″(m) would remain, because a tilt across the steps does not turn them, but λy would have to be derived anew, and terms odd in q, such as a product pq, could appear.

The numerical output below lists the values at greater length.

Table of computed values

```
temperature 1400 K, kT 0.1206 eV
step height 0.31 nm, terrace width 10 um
mean slope m 3.100e-05, miscut 0.00178 deg
diffusion length x_s 30 um, u = l/(2 x_s) 0.1667
flux 0.050 BL/s, equilibrium desorption 0.040 BL/s
net flux f 0.010 BL/s
equilibrium adatom density 0.10 BL, lifetime 2.50 s
diffusion coefficient 360.0 um^2/s
full-capture rate R0 0.00310 nm/s
growth rate R 0.003072 nm/s, R/R0 0.99084
step speed 0.0991 um/s
lambda_x -1.7273e+05 nm/s = -172.73 um/s
lambda_y 5.8432e+04 nm/s = 58.43 um/s
ratio lambda_x/lambda_y -2.9561
null tilt direction 59.82 deg from x
quadratic rate change, tilt 0.1 m across steps -8.300e-07 nm/s
quadratic rate change, tilt 0.1 m along steps 2.808e-07 nm/s
width um, u, R/R0, lambda_x m^2/R0, lambda_y m^2/R0, ratio:
     10 0.1667 0.99084 -0.05355 0.01811 -2.9561
     60 1.0000 0.76159 -0.63970 0.34162 -1.8725
    180 3.0000 0.33168 -0.05890 0.32182 -0.1830
largest relative error of numerical lambdas 2.2e-05
modulated train, width 60 um, 200 steps, density amplitude 0.03:
  rate change/R0 -1.4395e-04, predicted -1.4393e-04
meandering steps, width 60 um, wavelength 6000 um, largest tilt 0.05:
  rate change/R0 2.1321e-04, predicted 2.1351e-04
attachment length 0.1 um: lambda_x changes 1.8 %, lambda_y 2.9 %
attachment length 1.0 um: lambda_x changes 18.2 %, lambda_y 28.7 %
step motion: Peclet number 2.75e-03, relative change of desorption loss 1.2e-07
excess density at terrace centre 3.43e-04 BL, supersaturation 0.343 %
area per atom 0.064 nm^2, step free energy 0.15 eV/nm
island: critical radius 23.2 nm, barrier 10.94 eV = 91 kT
log10 of islands per l x l area and layer -20
sublimation energy 4.5 eV: growth stops after warming by 8.4 K
```
